# Mean amorphous fraction for tracks of random area

## Averaging track areas before or after the overlap calculation

A cascade simulation of ion implantation delivers a histogram of amorphous cross-sections, since no two ions leave the same damage. To predict the amorphous fraction at a given fluence, one must decide whether to carry the whole histogram through the overlap calculation or to replace it by its average. For independent direct-impact tracks the average suffices for the mean fraction. It does not suffice for the fluctuations of that fraction, nor when the mean area itself changes in common for all ions of an implant.

### The model

Consider a plane at fixed depth, parallel to the surface. Ions arrive as a uniform Poisson process with mean fluence $\phi$, in ions per unit area: the number landing in a region of area $S$ is Poisson distributed with mean $\phi S$, and, given that number, the positions are independent and uniform.

An ion landing at $\mathbf u$ instantly amorphizes the region $\mathbf u+T$ of the plane. The set $T$ is random, with area $A=|T|$ and finite mean

$$
\bar A=E[A]. \tag{1}
$$

The sets belonging to different ions are drawn independently from one distribution, and independently of the impact positions. A track may have any shape, may be displaced from the impact point by lateral scattering, and may have zero area if the ion stops above the plane. Material already amorphous is unchanged by another hit, and nothing recrystallizes.

Let $F$ be the amorphous fraction of an observation window $W$, and $f=E[F]$ its mean over repeated implants. The claim is

$$
f=1-e^{-\phi\bar A}. \tag{2}
$$

### From an area fraction to one point

Let $I(\mathbf x)$ be 1 if the point $\mathbf x$ is amorphous and 0 otherwise. Then

$$
f=E\left[\frac1{|W|}\int_W I(\mathbf x)\,d^2x\right]
=\frac1{|W|}\int_W P(\mathbf x\text{ amorphous})\,d^2x. \tag{3}
$$

The expectation and the integral may be exchanged because the integrand is nonnegative. The process is uniform, so the probability is the same at every $\mathbf x$, and $f$ equals the probability that one chosen point is amorphous. Points near each other are correlated, but a mean needs no independence between points.

### Where the distribution collapses to its mean

Take first the ions that land in a disc $D$ of radius $L$ and area $S=\pi L^2$, centred on $\mathbf x$. An ion at $\mathbf u$ covers $\mathbf x$ when $\mathbf x-\mathbf u$ belongs to $T$. Averaging over its uniform position and over its track gives the covering probability

$$
p=\frac1S\,E\left[\int_D \mathbf 1(\mathbf x-\mathbf u\in T)\,d^2u\right], \tag{4}
$$

where $\mathbf 1$ is 1 if the condition holds and 0 if not. Substitute $\mathbf t=\mathbf x-\mathbf u$. Reversing both coordinates leaves the area element unchanged, and $\mathbf t$ runs over the disc $B_L$ of radius $L$ about the origin. Hence

$$
Sp=E\big[\,|T\cap B_L|\,\big]. \tag{5}
$$

The track enters through an area, to the first power. This is why its width disappears: for one ion, a chance of being large and a chance of being small combine linearly.

If exactly $N$ ions land in $D$, each misses $\mathbf x$ with probability $1-p$. The ions are independent, so

$$
P(\text{no hit}\mid N)=(1-p)^N. \tag{6}
$$

Here independence lets the average over areas be taken separately for each ion, before the factors are multiplied. Now average over the Poisson number $N$, whose mean is $\phi S$:

$$
\begin{aligned}
P(\text{no hit from }D)
&=\sum_{N=0}^{\infty}e^{-\phi S}\frac{(\phi S)^N}{N!}(1-p)^N\\
&=e^{-\phi S}\,e^{\phi S(1-p)}=e^{-\phi Sp}.
\end{aligned} \tag{7}
$$

Finally let $L$ grow. The intersection in (5) increases to the whole track, so by monotone convergence $Sp\to E[|T|]=\bar A$. The events "no hit from $D$" shrink to the event "no hit from any ion", and their probabilities converge to its probability. Therefore

$$
P(\mathbf x\text{ crystalline})=e^{-\phi\bar A}, \tag{8}
$$

which is (2). No property of the distribution other than $\bar A$ has entered.

For $\phi\bar A\ll1$, expansion of (2) gives $f\simeq\phi\bar A-(\phi\bar A)^2/2$. The first term is the summed track area per unit surface, and the second is the leading loss to overlap. The crystalline remainder falls exponentially at every fluence. Solving (2) for the fluence gives

$$
\phi=-\frac{\ln(1-f)}{\bar A}. \tag{9}
$$

Within this model, then, a curve of mean fraction against fluence determines $\bar A$ but carries no information on the spread of track areas.

### Fixed ion number

The form of (2) comes from Poisson counting, but the dependence on the mean area alone also holds for a fixed number of ions. On a periodic surface of area $S$, with each track small enough not to overlap itself around the boundary, (4) gives $p=\bar A/S$. With exactly $N$ ions,

$$
f_N=1-\left(1-\frac{\bar A}{S}\right)^N, \tag{10}
$$

which again contains the mean area alone. With $N=\phi S$ and $S\to\infty$ it tends to (2), because $N\ln(1-\bar A/S)\to-\phi\bar A$.

A small discrete case can be enumerated completely. Put three ions on a ring of five cells, with mean track length two cells. Equation (10), with lengths in place of areas, predicts $1-(3/5)^3=98/125$. Enumeration of all placements gives $98/125$ for tracks of length 2, for lengths 1 and 3 with equal probability, and for lengths 0 and 4 with equal probability.

### What breaks the result: a shared area

Suppose the area is random from one implant to the next but common to all ions in the same implant, as it would be if an uncontrolled beam condition set it. For a given $A$ the crystalline probability is $e^{-\phi A}$, and the average now acts on the exponential. The exponential is convex and lies above its tangent at $\bar A$:

$$
e^{-\phi A}\ge e^{-\phi\bar A}\left[1-\phi(A-\bar A)\right]. \tag{11}
$$

The mean of the bracket is 1, so

$$
f_{\rm shared}=1-E[e^{-\phi A}]\le1-e^{-\phi\bar A}, \tag{12}
$$

with equality for $\phi>0$ only if $A$ is nonrandom, because the inequality (11) is strict for $A\ne\bar A$. For an exponential distribution,

$$
E[e^{-\phi A}]=\int_0^\infty e^{-\phi a}\,\frac{e^{-a/\bar A}}{\bar A}\,da
=\frac1{1+\phi\bar A}, \tag{13}
$$

and hence $f_{\rm shared}=\phi\bar A/(1+\phi\bar A)$. Variation between ions is harmless to the mean; a shift of the mean area common to all ions of an implant is not. A shared condition that alters only shape, orientation or width at fixed mean area leaves (2) intact, because (2) then holds for each value of that condition.

### What the width does change

Let $\gamma(\mathbf r)=E[|T\cap(T+\mathbf r)|]$ be the mean overlap of a track with a copy of itself shifted by $\mathbf r$. An ion hits at least one of two points separated by $\mathbf r$ if it lands in the union of two sets, each of area $A$. The mean area of that union is $2\bar A-\gamma(\mathbf r)$. The argument leading to (8), applied to this union, gives

$$
P(\text{both crystalline})=e^{-\phi[2\bar A-\gamma(\mathbf r)]}. \tag{14}
$$

Subtracting the product of the two single-point probabilities gives the covariance

$$
C(\mathbf r)=e^{-2\phi\bar A}\left[e^{\phi\gamma(\mathbf r)}-1\right]. \tag{15}
$$

It is the same for the amorphous indicator $I$, since replacing $I$ by $1-I$ at both points changes the sign twice. For a window that is a whole periodic surface of area $S$, averaging $C$ over all pairs of points gives

$$
\operatorname{Var}F=\frac1{S^2}\iint C(\mathbf x-\mathbf y)\,d^2x\,d^2y
=\frac1S\int C(\mathbf r)\,d^2r. \tag{16}
$$

To see how the width enters, write the overlap as an integral of the indicator function $\mathbf 1_T$ of the track:

$$
\int\gamma(\mathbf r)\,d^2r
=E\left[\int \mathbf 1_T(\mathbf y)\int \mathbf 1_T(\mathbf y-\mathbf r)\,d^2r\,d^2y\right]
=E[A^2]. \tag{17}
$$

Since $e^z-1\ge z$, equations (15) to (17) imply

$$
\operatorname{Var}F\ge\frac{(1-f)^2\,\phi\,E[A^2]}{S},\qquad
E[A^2]=\bar A^2+\operatorname{Var}A. \tag{18}
$$

At fixed mean fluence and mean area, this lower bound rises with the variance of the track area. Each track enters it through the square of its area, so one large track counts for more than several small ones of the same total area. The bound includes the Poisson fluctuation of the ion number. If every surface received exactly the same number of ions, (18) could fail: at low fluence, equal tracks would seldom overlap and $F$ would hardly vary.

### Worked example: a heavy-ion implant in silicon

The example is set in the regime of 100 keV bromine implanted into silicon at low temperature. A rough energy budget fixes the scale of the track area. Take about 70 keV of damage energy spread over a depth of 70 nm, and about 12 eV per atom to amorphize. With 49.9 silicon atoms per nm³, the area is

$$
\frac{70\,000\ \text{eV}}{(12\ \text{eV})(49.9\ \text{nm}^{-3})(70\ \text{nm})}
=1.67\ \text{nm}^2. \tag{19}
$$

Both inputs lean toward a large area: once the electronic losses of the silicon recoils are counted, the damage energy is nearer 50 to 60 keV, and about a fifth of it lies deeper than 70 nm, so the same criterion gives roughly 1.0 nm² averaged over 70 nm and 1.3 nm² at the damage peak. The estimate fixes only the order of magnitude. The model uses the round value $\bar A=2$ nm². The fluence is $4\times10^{13}$ cm⁻², or 0.40 nm⁻², so the mean number of tracks over a point is $\phi\bar A=0.40\times2=0.80$ and

$$
f=1-e^{-0.80}=0.551. \tag{20}
$$

From (9), half amorphization needs $3.5\times10^{13}$ cm⁻² and a fraction of 0.9 needs $1.15\times10^{14}$ cm⁻².

Three distributions of circular tracks, all with mean area 2 nm², were simulated on 1000 periodic surfaces of side 20 nm. In the third, three quarters of the ions leave no track and the rest leave 8 nm². The spread is the standard deviation of $F$ between surfaces. Each surface was sampled on a grid of 0.5 nm spacing, and the formula was summed over the same grid.

| Areas | Std. dev. of $A$ (nm²) | Simulated mean | Spread, simulated | Spread, formula |
|---|---:|---:|---:|---:|
| equal | 0 | 0.5507 ± 0.0010 | 0.031 | 0.032 |
| exponential | 2.00 | 0.5499 ± 0.0014 | 0.044 | 0.044 |
| 3/4 no track | 3.46 | 0.5511 ± 0.0020 | 0.062 | 0.063 |

The means agree with (20) within their standard errors, while the spread doubles from the first case to the third. For equal areas the bound (18) gives a spread of at least $0.449\sqrt{0.40\times4/400}=0.028$, somewhat below the full value. Without the grid, the integral (16) gives 0.031, 0.043 and 0.063, at most 0.0003 below the grid sums. On a periodic surface of side 100 nm the same integral gives spreads of 0.006, 0.009 and 0.013: by (16) they fall as the inverse side length.

Two variations probe the generality of the mean. Elliptical tracks of aspect ratio four, with exponential areas, give $0.5508\pm0.0014$. At $1\times10^{13}$ cm⁻² circular tracks with exponential areas give $0.1802\pm0.0012$, against 0.1813 from (2). By contrast, one exponential area shared by all ions of a surface gives $0.447\pm0.009$, in agreement with $0.80/1.80=0.444$ and well below 0.551.

### Mean area is not the area of the mean radius

Suppose the cascade data have been reduced to radii. For circular tracks of radius $R$, mean $\bar r$ and variance $\sigma_r^2$,

$$
\bar A=\pi E[R^2]=\pi(\bar r^2+\sigma_r^2). \tag{21}
$$

The width of the radius distribution therefore does matter if $\bar r$ is held fixed. For the exponential areas above, $\bar r=0.707$ nm and $\sigma_r=0.370$ nm. The area of the mean radius is $\pi\bar r^2=1.57$ nm², which would give a fraction of 0.467 in place of 0.551. Each radius must be squared before averaging.

### Second hits and recovery

In silicon an ion can also leave damaged but still crystalline material, which a later ion amorphizes. Let each track have a core, of mean area $\bar A$, surrounded by a halo of mean area $\bar B$ that becomes amorphous on a second hit. For an ion landing in $D$, let $p_c$ and $p_h$ be the probabilities that its core or its halo covers $\mathbf x$. These are exclusive, and with $N$ ions the point survives if there is no hit at all, or exactly one halo hit:

$$
P(\text{crystalline}\mid N)=(1-p_c-p_h)^N+Np_h(1-p_c-p_h)^{N-1}. \tag{22}
$$

The Poisson average of the first term follows from (7) with $p=p_c+p_h$. In the second, the factor $N$ cancels against $N!$ and leaves one factor $\phi S$ outside the same exponential sum. As $D$ grows, $Sp_c\to\bar A$ and $Sp_h\to\bar B$, so

$$
f=1-(1+\phi\bar B)\,e^{-\phi(\bar A+\bar B)}. \tag{23}
$$

Again only mean areas enter, even if the core and halo of one ion are correlated. For an assumed halo as large as the core, $\bar B=2$ nm², the result is $1-1.80\,e^{-1.60}=0.637$, an increase of 0.086 over (20). Simulation with exponential core areas gives $0.640\pm0.002$, about two standard errors higher than the formula.

Recovery acts in the other direction. Suppose a rim of thickness $w$ recrystallizes around each circular track before another track overlaps it. The surviving area is $\pi(R-w)^2$ for $R>w$, and zero otherwise. The tracks remain independent, so (2) holds with the mean surviving area. That mean, however, depends on the original width. For tracks with $R>w$ the loss is $2\pi wR-\pi w^2$, and its leading part is proportional to the perimeter. At fixed mean area, (21) shows that a wider radius distribution has a smaller mean radius, and so, to leading order in $w$, loses less.

Take $w=0.1$ nm. This is less than the silicon bond length of 0.235 nm, so it is to be read as an average recession of the boundary. Equal tracks then retain 1.53 nm² and give $f=0.458$; exponential areas retain a mean of 1.59 nm² and give $f=0.470$. The simulated value for the exponential case is $0.469\pm0.001$. The invariance belongs to the distribution of final areas, not to that of areas before recovery.

### The model beside a real implant

Amorphization of silicon by heavy ions at low temperature takes fluences of roughly $10^{14}$ cm⁻², the order found here for a fraction of 0.9. This checks only the scale, since the track area was chosen near an estimate that assumes an amorphization energy; it does not test the single-hit mechanism. The chosen area is about 20% above the rough estimate (19); using 1.67 nm² at the same fluence would lower the fraction to $1-e^{-0.67}=0.49$, and areas of 1.0 to 1.3 nm² would lower it to between 0.33 and 0.41. Real implants can depart from the assumptions of amorphization in a single hit and of no recovery. For the strengths assumed above, second hits shift the fraction by $+0.086$ and rim recovery by $-0.093$ for equal tracks. These are illustrations, not bounds, and recovery in particular grows with implant temperature.

Some other effects are smaller at the strengths assumed here. If the mean area changes linearly by ±50% through the layer, (2) holds at each depth, but the layer average is

$$
1-\frac{e^{-\phi\bar A}}2\int_{-1}^{1}e^{-0.5\,\phi\bar A\,u}\,du
=1-e^{-\phi\bar A}\,\frac{\sinh(0.5\,\phi\bar A)}{0.5\,\phi\bar A}=0.539, \tag{24}
$$

a reduction of 0.012 of the same origin as (12). A dose 2% too high adds 0.007. Sputtering of an assumed two atoms per ion removes $0.40\times2/49.9=0.016$ nm of surface, negligible beside a 70 nm layer. The full set of values is in the numerical output.

## Calculated quantities

```
Rough damage energy per ion: 70000 eV
Rough damaged depth: 70 nm
Rough amorphization energy: 12 eV per atom
Silicon atom density: 49.9 nm^-3
Track area from energy estimate: 1.67 nm^2
Model mean track area: 2.00 nm^2
Fluence: 4.0e+13 cm^-2 = 0.40 nm^-2
Mean number of tracks over a point: 0.800
Amorphous fraction from the law: 0.5507
Fluence for fraction 0.5: 3.466e+13 cm^-2
Fluence for fraction 0.9: 1.151e+14 cm^-2
Ring, 5 cells, 3 ions, law: 98/125 = 0.784
Ring, lengths {2}, {1,3}, {0,4}: 98/125, 98/125, 98/125
Simulated surfaces per case: 1000, side 20 nm
equal areas: standard deviation of area 0.00 nm^2
  simulated mean fraction 0.5507 +- 0.0010
  spread of fraction, 20 nm side: simulated 0.0308, formula 0.0316
  spread of fraction, 100 nm side: formula 0.0063
exponential: standard deviation of area 2.00 nm^2
  simulated mean fraction 0.5499 +- 0.0014
  spread of fraction, 20 nm side: simulated 0.0443, formula 0.0436
  spread of fraction, 100 nm side: formula 0.0087
3/4 no track: standard deviation of area 3.46 nm^2
  simulated mean fraction 0.5511 +- 0.0020
  spread of fraction, 20 nm side: simulated 0.0622, formula 0.0628
  spread of fraction, 100 nm side: formula 0.0125
Elongated tracks, simulated fraction: 0.5508 +- 0.0014
Fluence 1.0e+13 cm^-2, law: 0.1813
  simulated, exponential areas: 0.1802 +- 0.0012
Shared exponential area, formula: 0.4444
  simulated: 0.4466 +- 0.0089
Exponential areas, mean radius: 0.7071 nm
  standard deviation of radius: 0.3696 nm
  area of the mean radius: 1.5708 nm^2
  wrong fraction from that area: 0.4665
Halo mean area: 2.00 nm^2, fraction by formula: 0.6366
  simulated: 0.6399 +- 0.0016
Recrystallized rim: 0.10 nm
  surviving mean area, equal areas: 1.5301 nm^2
  surviving mean area, exponential: 1.5870 nm^2
  fraction, equal areas: 0.4578
  fraction, exponential: 0.4700
  simulated, exponential: 0.4691 +- 0.0013
Depth swing of mean area +-50%, layer fraction: 0.5386
Dose error +2%, fraction: 0.5578
Shift of fraction, second-hit halo: +0.0859
Shift of fraction, rim recovery, equal areas: -0.0929
Shift of fraction, rim recovery, exponential: -0.0807
Shift of fraction, depth variation: -0.0121
Shift of fraction, dose error: +0.0071
Largest shift: rim recovery, equal areas
Sputter yield 2 atoms per ion, recession: 0.0160 nm
```
